# The acoustic sum rule and the three zero modes at q = 0: verification in Python

```python
"""Acoustic sum rule and the zero modes at q = 0.

Result under test: if the energy E is unchanged by a common shift of all atoms,
the force constants Phi = d2E/du_i du_j obey sum_j Phi_ij = 0, and the q = 0
dynamical matrix D = C / sqrt(M M') has three zero eigenvalues with eigenvectors
sqrt(M_kappa / M_total), the same for x, y and z.
C is Phi summed over all cells of the second atom; M are the atomic masses.

Part 1: CsCl-structure model crystal (eV, angstrom, atomic mass unit u).
Part 2: independent electrons in a 1D periodic cell (Hartree atomic units),
where the electronic force constants come from perturbation theory.
"""
import itertools
import numpy as np
from scipy import constants as const

# ---------------- Part 1: model crystal ----------------
a = 4.0                            # cubic lattice constant, angstrom
k1, k2, k_many = 3.0, 1.0, 0.2     # eV/angstrom^2
masses = np.array([20.0, 60.0])    # u
n_side = 3
n_atoms = 2 * n_side**3


def atom_index(cell, kappa):
    c = np.mod(cell, n_side)
    return 2 * int((c[0] * n_side + c[1]) * n_side + c[2]) + kappa


cells = [np.array(c) for c in itertools.product(range(n_side), repeat=3)]
bonds = []
for cell in cells:                 # first neighbours: A to B
    for s in itertools.product((-1, 0), repeat=3):
        s = np.array(s)
        bonds.append((atom_index(cell, 0), atom_index(cell + s, 1), (s + 0.5) * a))
n_first = len(bonds)
for cell in cells:                 # second neighbours: A to A and B to B
    for kappa in (0, 1):
        for step in np.eye(3, dtype=int):
            bonds.append((atom_index(cell, kappa),
                          atom_index(cell + step, kappa), step * a))
first = np.array([b[0] for b in bonds])
second = np.array([b[1] for b in bonds])
rest_vector = np.array([b[2] for b in bonds], dtype=float)
rest_length = np.linalg.norm(rest_vector, axis=1)
meets = np.zeros((n_atoms, n_first))   # which first-neighbour bonds meet at an atom
meets[first[:n_first], np.arange(n_first)] = 1.0
meets[second[:n_first], np.arange(n_first)] = 1.0


def energy(u, p):
    """Supercell energy; p = (first spring, second spring, many-body constant)."""
    d = rest_vector + u[second] - u[first]
    stretch = np.sqrt((d * d).sum(axis=1)) - rest_length
    s1, s2 = stretch[:n_first], stretch[n_first:]
    total = meets @ s1
    return 0.5 * (p[0] * (s1 * s1).sum() + p[1] * (s2 * s2).sum()
                  + p[2] * (total * total).sum())


def slope(u, i, alpha, p):
    """dE/du_i,alpha by a complex step (no subtraction error)."""
    z = u.astype(complex)
    z[i, alpha] += 1e-20j
    return energy(z, p).imag / 1e-20


def force_constants(u0, atoms, p, h=2e-3):
    """Rows of Phi for the listed atoms, fourth-order differences of slopes."""
    phi = np.zeros((len(atoms), 3, n_atoms, 3))
    for row, i in enumerate(atoms):
        for alpha in range(3):
            for j in range(n_atoms):
                for beta in range(3):
                    value = 0.0
                    for m, w in ((1, 8), (-1, -8), (2, -1), (-2, 1)):
                        u = u0.copy()
                        u[j, beta] += m * h
                        value += w * slope(u, i, alpha, p)
                    phi[row, alpha, j, beta] = value / (12 * h)
    return phi


def dynamical_matrix(phi):
    c0 = phi.reshape(2, 3, n_side**3, 2, 3).sum(axis=2).reshape(6, 6)
    root_m = np.sqrt(np.repeat(masses, 3))
    return c0, c0 / np.outer(root_m, root_m)


unit = const.e / (const.angstrom**2 * const.atomic_mass)   # to s^-2


def thz(lam):
    """Frequency in THz; a negative sign marks an imaginary frequency."""
    return np.sign(lam) * np.sqrt(np.abs(lam) * unit) / (2 * np.pi) / 1e12


params = (k1, k2, k_many)
u_eq = np.zeros((n_atoms, 3))
force_eq = max(abs(slope(u_eq, i, al, params)) for i in (0, 1) for al in range(3))
assert force_eq < 1e-10
phi = force_constants(u_eq, [0, 1], params)
row_sum = np.abs(phi.sum(axis=2)).max()
assert row_sum < 1e-7

# the sum rule also holds where the forces do not vanish
rng = np.random.default_rng(1)
u_off = 0.1 * rng.standard_normal((n_atoms, 3))
force_off = max(abs(slope(u_off, 0, al, params)) for al in range(3))
row_sum_off = np.abs(force_constants(u_off, [0], params).sum(axis=2)).max()
assert force_off > 1e-2 and row_sum_off < 1e-6

c0, dyn = dynamical_matrix(phi)
assert np.allclose(dyn, dyn.T, atol=1e-8)
lam, vec = np.linalg.eigh(dyn)
freq = thz(lam)
assert np.abs(freq[:3]).max() < 1e-3 and freq[3] > 1.0

m_total = masses.sum()
weights = np.sqrt(masses / m_total)
acoustic = np.kron(weights[:, None], np.eye(3))
projector = vec[:, :3] @ vec[:, :3].T
assert np.allclose(projector, acoustic @ acoustic.T, atol=1e-7)
unweighted = np.kron(np.ones((2, 1)) / np.sqrt(2), np.eye(3))
assert np.abs(dyn @ unweighted).max() > 1e-2      # mass weighting is essential

# optical modes: frequency from bond projectors, centre of mass at rest
lam_optical = 8 * k1 / 3 * (1 / masses).sum()
assert np.allclose(lam[3:], lam_optical, rtol=1e-7)
u_optical = vec[:, 3:].reshape(2, 3, 3) / np.sqrt(masses)[:, None, None]
assert np.abs((masses[:, None, None] * u_optical).sum(axis=0)).max() < 1e-6

# sublattices that do not interact: six zero modes
phi_free = force_constants(u_eq, [0, 1], (0.0, k2, 0.0))
lam_free = np.linalg.eigvalsh(dynamical_matrix(phi_free)[1])
n_zero_free = int((np.abs(thz(lam_free)) < 1e-3).sum())
assert n_zero_free == 6

# self terms wrong by one percent
error = 0.01
phi_bad = phi.copy()
for kappa in (0, 1):
    phi_bad[kappa, :, kappa, :] *= 1 + error
delta = np.array([phi_bad[k, 0, :, 0].sum() for k in (0, 1)])
lam_bad = np.linalg.eigvalsh(dynamical_matrix(phi_bad)[1])
lam_estimate = delta.sum() / m_total
assert lam_bad[0] <= lam_estimate and abs(lam_bad[0] / lam_estimate - 1) < 0.01
phi_cured = phi_bad.copy()
for kappa in (0, 1):
    phi_cured[kappa, :, kappa, :] -= phi_bad[kappa].sum(axis=1)
lam_cured = np.linalg.eigvalsh(dynamical_matrix(phi_cured)[1])
assert np.abs(thz(lam_cured[:3])).max() < 1e-3
assert np.allclose(lam_cured[3:], lam_optical, rtol=1e-6)

# ---------------- Part 2: electrons in a 1D cell ----------------
length, width = 8.0, 0.8                 # bohr
depth = np.array([1.5, 1.0])             # hartree
tau0 = np.array([1.0, 4.5])              # well centres, bohr
n_occ = 3                                # doubly occupied states
g = 2 * np.pi / length * np.arange(-20, 21)
dg = g[:, None] - g[None, :]


def well(kappa, tau, order=0):
    """Plane-wave matrix of the well, or of its derivative with respect to tau."""
    amp = -depth[kappa] * width * np.sqrt(2 * np.pi) / length
    return (amp * np.exp(-0.5 * (dg * width)**2 - 1j * dg * tau[kappa])
            * (-1j * dg)**order)


def solve(tau):
    return np.linalg.eigh(np.diag(0.5 * g**2) + well(0, tau) + well(1, tau))


def band_energy(tau):
    return 2 * solve(tau)[0][:n_occ].sum()


eps, orb = solve(tau0)
gap = eps[n_occ] - eps[n_occ - 1]
assert gap > 0.1
occ, empty = orb[:, :n_occ], orb[:, n_occ:]
denominator = eps[None, :n_occ] - eps[n_occ:, None]
coupling = [empty.conj().T @ well(k, tau0, 1) @ occ for k in (0, 1)]
static = np.diag([2 * np.trace(occ.conj().T @ well(k, tau0, 2) @ occ).real
                  for k in (0, 1)])


def response(n_empty):
    return np.array([[4 * (coupling[i].conj() * coupling[j]
                           / denominator)[:n_empty].sum().real
                      for j in (0, 1)] for i in (0, 1)])


resp = response(empty.shape[1])
c_el = static + resp
h = 1e-3
c_fd = np.zeros((2, 2))
for i in (0, 1):
    for j in (0, 1):
        for si in (1, -1):
            for sj in (1, -1):
                t = tau0.copy()
                t[i] += si * h
                t[j] += sj * h
                c_fd[i, j] += si * sj * band_energy(t) / (4 * h * h)
assert np.allclose(c_el, c_fd, atol=2e-5)
assert np.abs(c_el.sum(axis=1)).max() < 1e-9
n_kept = 2
sum_truncated = (static + response(n_kept)).sum(axis=1)
assert np.abs(sum_truncated).max() > 1e-3

# summed density response equals minus the density gradient
x = np.linspace(0, length, 101)
waves = np.exp(1j * np.outer(x, g)) / np.sqrt(length)
psi, dpsi = waves @ occ, waves @ (1j * g[:, None] * occ)
first_order = waves @ (empty @ ((coupling[0] + coupling[1]) / denominator))
dn_response = 4 * (psi.conj() * first_order).real.sum(axis=1)
dn_dx = 4 * (psi.conj() * dpsi).real.sum(axis=1)
density_error = np.abs(dn_response + dn_dx).max()
assert np.abs(dn_dx).max() > 1e-2 and density_error < 1e-9

# ---------------- printed numbers ----------------
fc = "eV/angstrom^2"
print(f"lattice constant a = {a:.1f} angstrom; supercell atoms = {n_atoms}")
print(f"k1 = {k1:.1f}, k2 = {k2:.1f}, many-body constant = {k_many:.1f} {fc}")
print(f"masses: M_A = {masses[0]:.1f} u, M_B = {masses[1]:.1f} u")
self_xx = phi[0, 0, 0, 0]
sum_b = phi[0, 0, 1::2, 0].sum()
sum_a = phi[0, 0, 2::2, 0].sum()
print(f"atom A, xx: self term = {self_xx:.4f} {fc}")
print(f"atom A, xx: sum over all B atoms = {sum_b:.4f} {fc}")
print(f"atom A, xx: sum over other A atoms = {sum_a:.4f} {fc}")
print(f"largest row sum at equilibrium = {row_sum:.1e} {fc}")
print(f"displaced crystal: largest force on atom A = {force_off:.3f} eV/angstrom")
print(f"displaced crystal: largest row sum = {row_sum_off:.1e} {fc}")
print(f"C(q=0) xx: AA = {c0[0, 0]:.4f}, AB = {c0[0, 3]:.4f}, "
      f"BB = {c0[3, 3]:.4f} {fc}")
print(f"D(q=0) xx: AA = {dyn[0, 0]:.5f}, AB = {dyn[0, 3]:.5f}, "
      f"BB = {dyn[3, 3]:.5f} {fc}/u")
print(f"acoustic eigenvector: A = {weights[0]:.4f}, B = {weights[1]:.4f}")
print(f"largest |acoustic frequency| = {np.abs(freq[:3]).max():.1e} THz")
print(f"optical eigenvalue = {lam[3]:.5f} {fc}/u (formula {lam_optical:.5f})")
print("optical frequencies =", ", ".join(f"{f:.3f}" for f in freq[3:]), "THz")
print(f"optical wavenumber = {freq[3] * 1e12 / const.c / 100:.1f} cm^-1")
print(f"zero modes without A-B interaction = {n_zero_free}")
print(f"self-term error = {100 * error:.0f} percent")
print(f"row sums with error: A = {delta[0]:.4f}, B = {delta[1]:.4f} {fc}")
print(f"spurious acoustic frequency = {thz(lam_bad[0]):.4f} THz")
print(f"estimate from row sums = {thz(lam_estimate):.4f} THz")
print(f"after cure: largest |acoustic| = {np.abs(thz(lam_cured[:3])).max():.1e} THz")
au = "hartree/bohr^2"
print(f"1D cell: length = {length:.1f} bohr, well width = {width:.1f} bohr")
print(f"1D wells: depths = {depth[0]:.1f}, {depth[1]:.1f} hartree; "
      f"centres = {tau0[0]:.1f}, {tau0[1]:.1f} bohr")
print(f"1D: electrons = {2 * n_occ}, plane waves = {len(g)}, gap = {gap:.4f} hartree")
for k in (0, 1):
    print(f"1D well {k + 1}: static term = {static[k, k]:.5f} {au}")
    print(f"1D well {k + 1}: response row = {resp[k, 0]:.5f}, {resp[k, 1]:.5f} {au}")
    print(f"1D well {k + 1}: row sum, {n_kept} empty states = "
          f"{sum_truncated[k]:.5f} {au}")
print(f"1D: largest full row sum = {np.abs(c_el.sum(axis=1)).max():.1e} {au}")
print(f"1D: perturbation theory minus energy differences, largest = "
      f"{np.abs(c_el - c_fd).max():.1e} {au}")
print(f"1D: largest |dn/dx| = {np.abs(dn_dx).max():.4f} bohr^-2")
print(f"1D: largest error of summed density response = {density_error:.1e} bohr^-2")
print("all tests passed")
```

Printed output:

```
lattice constant a = 4.0 angstrom; supercell atoms = 54
k1 = 3.0, k2 = 1.0, many-body constant = 0.2 eV/angstrom^2
masses: M_A = 20.0 u, M_B = 60.0 u
atom A, xx: self term = 10.5333 eV/angstrom^2
atom A, xx: sum over all B atoms = -8.0000 eV/angstrom^2
atom A, xx: sum over other A atoms = -2.5333 eV/angstrom^2
largest row sum at equilibrium = 5.1e-15 eV/angstrom^2
displaced crystal: largest force on atom A = 0.740 eV/angstrom
displaced crystal: largest row sum = 5.3e-13 eV/angstrom^2
C(q=0) xx: AA = 8.0000, AB = -8.0000, BB = 8.0000 eV/angstrom^2
D(q=0) xx: AA = 0.40000, AB = -0.23094, BB = 0.13333 eV/angstrom^2/u
acoustic eigenvector: A = 0.5000, B = 0.8660
largest |acoustic frequency| = 1.7e-07 THz
optical eigenvalue = 0.53333 eV/angstrom^2/u (formula 0.53333)
optical frequencies = 11.417, 11.417, 11.417 THz
optical wavenumber = 380.8 cm^-1
zero modes without A-B interaction = 6
self-term error = 1 percent
row sums with error: A = 0.1053, B = 0.1053 eV/angstrom^2
spurious acoustic frequency = 0.8016 THz
estimate from row sums = 0.8022 THz
after cure: largest |acoustic| = 1.2e-07 THz
1D cell: length = 8.0 bohr, well width = 0.8 bohr
1D wells: depths = 1.5, 1.0 hartree; centres = 1.0, 4.5 bohr
1D: electrons = 6, plane waves = 41, gap = 0.6995 hartree
1D well 1: static term = 1.20216 hartree/bohr^2
1D well 1: response row = -1.27066, 0.06850 hartree/bohr^2
1D well 1: row sum, 2 empty states = 0.44918 hartree/bohr^2
1D well 2: static term = 0.63566 hartree/bohr^2
1D well 2: response row = 0.06850, -0.70416 hartree/bohr^2
1D well 2: row sum, 2 empty states = 0.22588 hartree/bohr^2
1D: largest full row sum = 9.0e-16 hartree/bohr^2
1D: perturbation theory minus energy differences, largest = 7.3e-08 hartree/bohr^2
1D: largest |dn/dx| = 0.5603 bohr^-2
1D: largest error of summed density response = 1.9e-15 bohr^-2
all tests passed
```
